# Why a Hall Effect in Phonon-Assisted Hopping Needs Three Sites

## Model and conventions

A carrier of charge $q$ occupies one orbital on each site $a$, with energy $\varepsilon_a$. Write $H_{ba}$ for the amplitude of the transfer $a\to b$. A magnetic field gives it a Peierls phase,

$$H_{ba}=J\exp\left(\frac{iq}{\hbar}\int_a^b\mathbf A\cdot d\mathbf l\right),\qquad H_{ab}=H_{ba}^*,$$

where $J$ is real and may have either sign. Phonons couple linearly to the site energies and do not alter $H_{ba}$. The change of $|J|$ caused by magnetic shrinkage of the orbitals is left out; it is even in the field. Rates are expanded in $J$, and the phonons are assumed to relax between hops. Set $\beta=1/kT$.

## Why two sites cannot see the flux

Redefine the orbitals by $|a\rangle\to e^{i\chi_a}|a\rangle$. The site populations and the phonon coupling contain $|a\rangle\langle a|$ and do not change, while each transfer amplitude acquires a factor $e^{\pm i(\chi_b-\chi_a)}$. With two sites, one choice of $\chi_2-\chi_1$ makes $H_{21}$ real. The population dynamics of a carrier starting on one site is then the same as without the phase, at any strength of $J$ or of the phonon coupling. The same holds for any chain or branched tree: start at one site and fix the $\chi_a$ outward, one link at a time.

A triangle has three links but two independent phase differences. The product around it survives:

$$H_{ij}H_{jk}H_{ki}=J^3e^{i\Phi}.$$

Each site label occurs once as a first and once as a second index, so every $\chi_a$ cancels. Cutting any one link leaves a tree and removes the flux dependence. Three sites are therefore the minimum. A hidden second orbital or an intermediate impurity counts as a further site.

## Interference of the direct and indirect paths

Let $|n_i\rangle$ be a phonon eigenstate with the carrier on $i$, and $E_n$ the total energy at $J=0$. The amplitude from $|i,n_i\rangle$ to $|j,m_j\rangle$, to second order in $J$, is

$$T=H_{ji}\langle m_j|n_i\rangle+H_{jk}H_{ki}\sum_l\frac{\langle m_j|l_k\rangle\langle l_k|n_i\rangle}{E_n-E_l+i0}.$$

The golden rule needs $|T|^2$. The direct square contains $|H_{ji}|^2=J^2$, and the indirect square contains $|H_{jk}H_{ki}|^2=J^4$; neither has a phase. The cross term contains $H_{ji}^*H_{jk}H_{ki}=J^3e^{i\Phi}$. At order $J^3$ there is no double counting of successive real hops, since two completed hops need $J^4$.

For linear coupling the overlaps can be chosen real. Split the denominator with

$$\frac1{E_n-E_l+i0}=\mathrm P\frac1{E_n-E_l}-i\pi\delta(E_n-E_l).$$

Let $P$ and $D$ be the sums over $l$ of the principal-value and delta-function parts, including all three overlaps. Then

$$2\,\mathrm{Re}\left[J^3e^{i\Phi}(P-i\pi D)\right]=2J^3\left(P\cos\Phi+\pi D\sin\Phi\right).$$

This is how flux first enters the rate. A virtual visit to $k$ leaves the two amplitudes in phase or in antiphase at zero flux, so $\Phi$ and $-\Phi$ give equal rates. An energy-conserving visit adds a quarter-cycle shift, which makes the two field directions different.

For weak coupling $g$ and three different site energies, this condition has a price. The phonon states $n,l,m$ must differ pairwise. An overlap between states that differ by $d$ quanta starts at $g^d$. The three values of $d$ are at least one each, and their sum is even because every occupation number returns to its start around the cycle. The sum is thus at least four: the odd term starts at $g^4$, while a one-phonon direct hop has a rate of order $g^2$.

Larger loops work in the same way at higher order. In a square without diagonals flux enters at $J^4$: a direct hop interferes with a three-link path, or two two-link paths join opposite corners. The phrase "direct and indirect" describes the triangle.

## From an odd rate to a transverse response

Let $p_i^0$ be the equilibrium population at $J=0$. Multiplying the odd rate by $p_i^0$ gives $K\sin\Phi$, with

$$K=\frac{4\pi^2J^3}{\hbar Z}\sum_{n,m,l}e^{-\beta E_n}\langle n_i|m_j\rangle\langle m_j|l_k\rangle\langle l_k|n_i\rangle\,\delta(E_n-E_m)\,\delta(E_n-E_l),$$

where $Z$ is the partition function of all three sites. The delta functions make the energies equal, so the Boltzmann factor may be assigned to any site, and $K$ is symmetric in the three sites. The other exit, $i\to k$, contains the complex conjugate loop product and has weight $-K\sin\Phi$. The two odd exit rates cancel.

Write $x_a=p_a/p_a^0$. Site $j$ receives $+K\sin\Phi\,x_i$ from $i$ and $-K\sin\Phi\,x_k$ from $k$, so its net odd inflow is

$$I_j^{\rm odd}=K\sin\Phi\,(x_i-x_k).$$

A population imbalance between two sites drives carriers into or out of the third, and the direction reverses with the field. This is the Hall response in its smallest form. In equilibrium all $x_a=1$ and it vanishes.

## A solvable case: slow, classical phonons

Give each site a coordinate $u_a$ with energy $\kappa u_a^2/2$, and let the carrier add $-Au_a$. With the carrier on $i$, the mean of $u_i$ is $A/\kappa$, the other means are zero, and each variance is $kT/\kappa$. For equal site energies the gaps $\Delta_j=A(u_i-u_j)$ and $\Delta_k=A(u_i-u_k)$ have mean $\lambda=A^2/\kappa$, variance $2\lambda kT$ and covariance $\lambda kT$, because they share $u_i$.

For frozen phonons the direct rate is $(2\pi J^2/\hbar)\langle\delta(\Delta_j)\rangle$, which gives

$$W_0=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}}\,e^{-\lambda/4kT}.$$

The odd rate is $w_3\sin\Phi$ with $w_3=(4\pi^2J^3/\hbar)\langle\delta(\Delta_j)\delta(\Delta_k)\rangle$. The covariance matrix has determinant $3(\lambda kT)^2$, and its inverse is

$$\frac1{3\lambda kT}\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.$$

Half its quadratic form at the mean $(\lambda,\lambda)$ is $\lambda/3kT$. The joint density at zero is therefore $e^{-\lambda/3kT}/(2\pi\sqrt3\,\lambda kT)$, and

$$w_3=\frac{2\pi J^3}{\sqrt3\,\hbar\lambda kT}\,e^{-\lambda/3kT},\qquad
\frac{w_3}{W_0}=2J\sqrt{\frac{\pi}{3\lambda kT}}\,e^{-\lambda/12kT}.$$

The barriers have a direct meaning. The relaxed carrier has energy $-\lambda/2$. The lowest point where two levels coincide is at $-\lambda/4$, and where three coincide at $-\lambda/6$. The differences are $\lambda/4$ and $\lambda/3$.

Now raise the third site by $\delta$, keeping $i$ and $j$ equal. The mean gaps become $(\lambda,\lambda+\delta)$, and the odd exponent becomes $(\lambda^2+\lambda\delta+\delta^2)/(3\lambda kT)$. The even term, relative to $W_0$, is $-2J\cos\Phi\,\langle\mathrm P(1/\Delta_k)\rangle$ taken at $\Delta_j=0$. There $\Delta_k$ has mean $\lambda/2+\delta$ and variance $3\lambda kT/2$, so for large $\delta$ this term falls only as $1/\delta$. I propagated the three-level Schrödinger equation numerically and averaged over frozen thermal gaps, with $\lambda=6kT$ and $J=10^{-3}kT$. The ratio of odd to even amplitudes fell from 1.05 at $\delta=0$ to 0.0016 at $\delta=9kT$. Virtual passage survives; the field-odd effect nearly disappears.

## Hall mobility of a triangular lattice

Let the spacing be $a$ and the field $B$ point along $\hat{\mathbf z}$. Each triangle has flux phase $\phi_B=\sqrt3\,qa^2B/4\hbar$, counted anticlockwise. From site $i$, let $\boldsymbol\rho_j$ and $\boldsymbol\rho_k$ lead to the other corners, with $k$ the anticlockwise neighbour of $j$. The loop in $H_{ij}H_{jk}H_{ki}$ runs $i\to k\to j\to i$, clockwise, so $\Phi=-\phi_B$. The odd rates are $-w\sin\phi_B$ to $j$ and $+w\sin\phi_B$ to $k$.

A uniform force $\mathbf F$ sets $\varepsilon_a=-\mathbf F\cdot\mathbf r_a$. The product $e^{-\beta\varepsilon_i}w$ is symmetric in the three sites, and a common energy shift $\varepsilon$ multiplies it by $e^{-\beta\varepsilon}$. To first order it therefore depends on the mean energy $\bar\varepsilon$, and

$$w=w_3\left[1+\beta(\varepsilon_i-\bar\varepsilon)\right]=w_3(1+\beta\mathbf F\cdot\mathbf c),$$

where $\mathbf c=(\boldsymbol\rho_j+\boldsymbol\rho_k)/3$ points to the centroid and has length $a/\sqrt3$. Also $\boldsymbol\rho_k-\boldsymbol\rho_j=a\,\hat{\mathbf z}\times\hat{\mathbf c}$. With equal site occupation, the sum over six triangles vanishes at $F=0$. For the next order, $\sum\hat{\mathbf c}(\hat{\mathbf c}\cdot\mathbf F)=3\mathbf F$ gives

$$\mathbf v_H=\sqrt3\,a^2w_3\sin\phi_B\,\frac{\hat{\mathbf z}\times\mathbf F}{kT}.$$

The same symmetry argument for a pair gives $W=W_0(1+\beta\mathbf F\cdot\boldsymbol\rho/2)$. Summing over six neighbours gives $\mathbf v=3a^2W_0\mathbf F/2kT$, hence the drift mobility $\mu_d=3qa^2W_0/2kT$ for $q>0$.

The Lorentz force on a carrier moving along $\mathbf F$ points along $-\hat{\mathbf z}\times\mathbf F$. Counting that sense as positive, and using $\sin\phi_B\approx\phi_B$,

$$\mu_H=-\frac{2}{\sqrt3}\frac{w_3}{W_0}\frac{\phi_B}{B}=-\frac{qa^2}{2\hbar}\frac{w_3}{W_0}.$$

The sign follows $J^3$: for $q>0$ and positive $J$ the deflection is opposite to the Lorentz sense. Apart from powers of $T$, $\mu_H$ is activated by $\lambda/12$ and $\mu_d$ by $\lambda/4$.

## Numbers for an oxide layer

Take $q=e$, $a=0.28$ nm, $\lambda=0.60$ eV and $J=-10$ meV, with the sign chosen. At 300 K, $kT=25.85$ meV, and the formulas give $W_0=6.5\times10^9$ s$^{-1}$ and $w_3/W_0=-0.0238$. At 10 T, $ea^2B/\hbar=1.19\times10^{-3}$. The Hall angle is therefore $\tfrac12(1.19\times10^{-3})(0.0238)=1.4\times10^{-5}$ rad, and

$$\mu_H=1.4\times10^{-2}\ \mathrm{cm^2/Vs},\qquad \mu_d=3.0\times10^{-4}\ \mathrm{cm^2/Vs}.$$

Between 300 and 400 K, with the other parameters fixed, these classical formulas make $\mu_H$ rise by a factor 1.4 and $\mu_d$ by 2.8. The Hall mobility is not a measure of the drift mobility here.

Phonons of 30–70 meV are not classical at 300 K. To size the error, write the delta functions in $K$ as time integrals. The thermal trace then has three segments, one per site, which can be shifted to imaginary length $\beta/3$ each:

$$w_3=\frac{J^3}{\hbar}\iint dx\,dy\;e^{-\Gamma(\beta/3+ix)-\Gamma(\beta/3+iy)-\Gamma(\beta/3-ix-iy)}.$$

An oscillator is displaced during its own site's segment. Its Gaussian average gives

$$\Gamma(\tau)=\sum_\nu S_\nu\frac{\cosh(\beta\hbar\omega_\nu/2)-\cosh[\hbar\omega_\nu(\beta/2-\tau)]}{\sinh(\beta\hbar\omega_\nu/2)},\qquad \lambda=2\sum_\nu S_\nu\hbar\omega_\nu.$$

Two segments of length $\beta/2$ give $W_0$ likewise. At high temperature $\Gamma\to\lambda\tau(\beta-\tau)/2\beta$, which restores the exponents $\lambda/3kT$ and $\lambda/4kT$. I summed the integrals on a uniform grid, with $\lambda$ spread semi-elliptically over the band. For exactly equal site energies the integrands keep a tiny constant elastic part at long times, so the integrals have no strict limit. I used a finite range that leaves this part negligible; doubling it changed the rates by less than 0.1%. At 300 K, $W_0$ rises by a factor 1.67 and $w_3$ by 1.90, so $\mu_d$ becomes $5.0\times10^{-4}$ and $\mu_H$ $1.6\times10^{-2}$ cm²/Vs. For this band much of the correction cancels in the Hall mobility. That depends on the band: for 50–80 meV the factors are about 3.4 and 7.0, and $\mu_H$ doubles. The correction shrinks on heating, so between 300 and 400 K $\mu_H$ now rises by a factor 1.3 and $\mu_d$ by 2.1.

These parameters are rough values meant for hole polarons in lightly delithiated lithium cobalt oxide, whose cobalt ions form triangular layers. The transfer energy and its sign are the least certain inputs; $\mu_H$ scales as $J$ and $\mu_d$ as $J^2$ only while hops stay nonadiabatic. In a Landau–Zener estimate with 50 meV phonons, recrossing alone lowers $W_0$ by about 20% at $|J|=10$ meV and by about 60% at 30 meV, so the formulas cannot be carried to larger $|J|$. The even three-site term, from both triangles on a bond, is 17% of $W_0$. The odd rate has corrections of its own: where three levels coincide, a fourth site lies on average only $\lambda/3$ higher, and virtual visits to the three outer neighbours, each enclosing a second triangle of flux, change the odd response by roughly 30%. The outer site may instead be the one that coincides in energy, while an inner site is visited virtually. These terms are equally many, and their three coinciding sites span the same area, so for frozen phonons they add as much again. The odd response then grows by about 64% in all and, after the 17% rise of the drift, $\mu_H$ by a factor of about 1.4. At this $J$ the leading order gives only the rough size of $\mu_H$. Real layers also break the assumption of equal site energies. With 1% of sites occupied and a rough permittivity of 10, one carrier 2.8 nm away, the spacing of an ordered array in a single layer, changes the energy by about 5 meV per hop, or $0.2kT$, which alters a direct rate by about 10%. This is the low end. Randomly placed, unscreened carriers give a median step of about 17 meV in one layer and about 40 meV when layers are stacked 0.47 nm apart, so at this filling equal site energies are not a safe assumption. Binding to lithium vacancies and the several cobalt $d$ orbitals are not included, so the mobilities are model estimates for a clean layer.

Numbers in the example were calculated in double precision.
